# Tracer correlation factors for vacancy diffusion from lattice Green functions

**Question.** A tracer atom in a cubic crystal moves by changing places with a vacancy on a neighbouring site. Each site has $z$ neighbours at distance $d$. A vacancy exchanges with each neighbouring atom at the same rate $w$, and the tracer is no exception. Vacancies do not interact, and their site fraction $c_v$ tends to zero. The correlation factor $f$ is defined by

$$D^*=f\,\frac{z\,d^2c_v\,w}{6},$$

where $D^*$ is the tracer diffusion coefficient and $zc_vw$ is the tracer's jump rate. Without correlation between successive jumps, $f=1$. Hats denote unit vectors, and $\langle\cdots\rangle_q$ is an average over the Brillouin zone. The factor $f$ is a pure number; the last part uses laboratory units.

## (a) From jump directions to $f$

*Express $f$ through the mean cosine $c$ of the angle between consecutive tracer jumps.*

**Answer.** After $n$ jumps $\mathbf d_1,\dots,\mathbf d_n$ the mean squared displacement is

$$\langle R_n^2\rangle=nd^2+2\sum_{i<j}\langle\mathbf d_i\cdot\mathbf d_j\rangle .$$

Just after jump $\mathbf d_i$ the vacancy stands on the site that the tracer has left, at $-\mathbf d_i$ from it. The rest of the crystal is perfect, so earlier jumps have no further influence. The mean of the next jump, given $\mathbf d_i$, must be unchanged by every symmetry operation that preserves the bond direction. The bond is a fourfold axis in simple cubic (sc), threefold in bcc and diamond, and twofold in fcc. Each of these rotations excludes a perpendicular mean component, hence

$$E[\mathbf d_{i+1}|\mathbf d_i]=c\,\mathbf d_i .$$

In diamond the tracer changes sublattice at each jump, but inversion about the bond centre maps one sublattice to the other, so $c$ is the same.

The vacancy may also escape for good. The next jump is then made by another vacancy, which in the dilute limit has no memory of $\mathbf d_i$ and arrives with equal probability at each neighbour. Its mean jump is zero, so escape contributes nothing to $c$.

Applying the conditional mean $m$ times gives $\langle\mathbf d_i\cdot\mathbf d_{i+m}\rangle=d^2c^m$. There are $n-m$ pairs with separation $m$, so

$$f=\lim_{n\to\infty}\frac{\langle R_n^2\rangle}{nd^2}
=\lim_{n\to\infty}\left[1+2\sum_{m=1}^{n-1}\left(1-\frac mn\right)c^m\right]
=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.$$

A negative $c$, meaning a preference for reversal, lowers $f$ below one.

## (b) The absorbing walk

*Let $G(\mathbf r)$ be the expected number of visits, counting the start, that a free nearest-neighbour walk pays to a site displaced by $\mathbf r$. Find $c$ in terms of $G$.*

**Answer.** Put the tracer at the origin and the vacancy at neighbour $\mathbf s=-\mathbf d_i$. Until the next exchange, the vacancy walks as in a perfect crystal. A step onto the origin is the exchange, so the origin acts as an absorber.

Let $N_k$ be the expected number of visits to neighbour $\mathbf k$ before absorption, and $F$ the probability that the free walk from $\mathbf s$ ever reaches the origin. Visits to the origin can begin only after the first arrival there, so $G(\mathbf s)=F\,G(0)$. Visits of the free walk to $\mathbf k$ fall into those before the first arrival and those after it:

$$G(\mathbf s-\mathbf k)=N_k+F\,G(\mathbf k).$$

Here $G(-\mathbf r)=G(\mathbf r)$ has been used, since a walk and its reverse are equally probable. From each visit to $\mathbf k$ the next step enters the origin with probability $1/z$. The probability that the next exchange occurs from $\mathbf k$ is therefore

$$P_k=\frac{N_k}{z}=\frac1z\left[G(\mathbf s-\mathbf k)-\frac{G(\mathbf s)G(\mathbf k)}{G(0)}\right].$$

The tracer then jumps by $\mathbf k$. Its previous jump was along $-\hat{\mathbf s}$, so the cosine is $-\hat{\mathbf k}\cdot\hat{\mathbf s}$. In the weighted sum the subtracted term vanishes, because $G(\mathbf k)$ is equal for all neighbours and $\sum_k\hat{\mathbf k}=0$. Thus

$$c=-t,\qquad t=\frac1z\sum_k(\hat{\mathbf k}\cdot\hat{\mathbf s})\,G(\mathbf s-\mathbf k),\qquad f=\frac{1-t}{1+t}.$$

Absorption changes the individual probabilities but not their vector sum.

If the first step alone could bring about an exchange, $t$ would be $1/z$ and $f$ would be $(z-1)/(z+1)$. This serves as a simple estimate below.

## (c) Simple cubic

*Obtain $G$ for the simple cubic lattice as a single integral. Find where the next exchange comes from, and find $f$.*

**Answer.** One step multiplies the Fourier transform of the walker's distribution by $\lambda(\mathbf q)=z^{-1}\sum_k e^{i\mathbf q\cdot\mathbf k}$. Summing the geometric series over the number of steps gives, for a lattice with one atom per primitive cell,

$$G(\mathbf r)=\left\langle\frac{e^{i\mathbf q\cdot\mathbf r}}{1-\lambda(\mathbf q)}\right\rangle_q .$$

For sc, $\lambda=(\cos q_x+\cos q_y+\cos q_z)/3$ with $d=1$. Write $1/(1-\lambda)=\int_0^\infty e^{-u(1-\lambda)}du$. The three angular averages then separate, and each is a modified Bessel function:

$$G(l,m,n)=\int_0^\infty e^{-u}I_l(u/3)\,I_m(u/3)\,I_n(u/3)\,du .$$

Numerical integration gives $G(000)=1.516386$, $G(100)=0.516386$, $G(110)=0.331149$ and $G(200)=0.257336$. The first two differ by one, as they must: visits to the starting point are the initial one plus those made after a first step to a neighbour.

The subtracted term in $P_k$ is $G(100)^2/G(000)=0.175849$. The displacement $\mathbf s-\mathbf k$ is $(000)$ for reversal, of type $(110)$ for a sideways jump and of type $(200)$ for a forward jump:

$$P_{\rm back}=\frac{1.516386-0.175849}{6}=0.223423,$$

$$P_{\rm side}=\frac{0.331149-0.175849}{6}=0.025883,\qquad
P_{\rm forward}=\frac{0.257336-0.175849}{6}=0.013581.$$

With four sideways neighbours the total return probability is $0.3405$. The vacancy escapes in about 66% of cases. When it does return, it reverses the last jump about two times in three, since $0.2234/0.3405=0.66$.

Sideways jumps have zero cosine, so $c=0.013581-0.223423=-0.209842$. Equivalently, $t=[G(000)-G(200)]/6$. Hence

$$f_{\rm sc}=\frac{1-0.209842}{1+0.209842}=0.6531 .$$

## (d) Body-centred and face-centred cubic

*Write $t$ as a zone average with a bounded integrand, and evaluate $f$ for bcc and fcc.*

**Answer.** All neighbours are equivalent, so $t$ may be averaged over $\mathbf s$:

$$t=\frac1{z^2}\sum_{k,s}(\hat{\mathbf k}\cdot\hat{\mathbf s})\left\langle\frac{e^{i\mathbf q\cdot(\mathbf s-\mathbf k)}}{1-\lambda}\right\rangle_q
=\left\langle\frac{|\mathbf g|^2}{1-\lambda}\right\rangle_q,\qquad
\mathbf g=\frac1z\sum_k\hat{\mathbf k}\,e^{i\mathbf q\cdot\mathbf k}.$$

At small $q$, cubic symmetry gives $z^{-1}\sum_k\hat k_\alpha\hat k_\beta=\delta_{\alpha\beta}/3$. Therefore $\mathbf g\approx i\,d\,\mathbf q/3$ and $1-\lambda\approx z^{-1}\sum_k(\mathbf q\cdot\mathbf k)^2/2=d^2q^2/6$. The integrand tends to

$$\frac{d^2q^2/9}{d^2q^2/6}=\frac23 ,$$

the same from every direction. The divergence of $1/(1-\lambda)$ has gone.

Let $a$ be the cubic lattice constant and $x=q_xa/2$, with $y$ and $z'$ defined likewise from $q_y$ and $q_z$. Summing over the eight bonds $(\pm1,\pm1,\pm1)a/2$ of bcc gives

$$\lambda=\cos x\cos y\cos z',\qquad g_x=\frac{i}{\sqrt3}\sin x\cos y\cos z' .$$

Summing over the twelve bonds of type $(\pm1,\pm1,0)a/2$ of fcc gives

$$\lambda=\tfrac13(\cos x\cos y+\cos y\cos z'+\cos z'\cos x),\qquad
g_x=\frac{i}{3\sqrt2}\sin x(\cos y+\cos z').$$

The other components follow by permutation. Each angle runs over $2\pi$, which covers a whole number of Brillouin zones. The average over one primitive reciprocal cell is the same. Taken there on a grid of $80^3$ points that avoids $q=0$, it gives

- bcc: $t=0.157947$, so $f=0.842053/1.157947=0.7272$;
- fcc: $t=0.122680$, so $f=0.877320/1.122680=0.7815$.

A grid of $40^3$ points changes $t$ by less than $10^{-6}$. As a separate test, the probabilities of walks of up to 60 steps were summed directly in real space and the remaining tail was extrapolated. For sc, bcc and fcc the result agrees with the zone average of $t$ to within $10^{-5}$.

The first-step estimate $(z-1)/(z+1)$ gives 0.714, 0.778 and 0.846 for sc, bcc and fcc. Each value is too high, because $t$ exceeds $1/z$ in all three lattices: later returns also favour reversal on balance. The factor rises with $z$ here, as a vacancy with more neighbours is less likely to step straight back.

## (e) Diamond

*The diamond structure has two sublattices and $z=4$. Find $f$ without numerical integration.*

**Answer.** The four neighbours of the tracer lie on one sublattice, and the vacancy returns to that sublattice after an even number of steps. Let $\gamma=\frac14\sum_ke^{i\mathbf q\cdot\mathbf k}$. A step from one sublattice contributes $\gamma$, and the step back, along reversed bonds, contributes $\gamma^*$. Two steps multiply the transform by $|\gamma|^2$, so $1-\lambda$ is replaced by $1-|\gamma|^2$:

$$t=\left\langle\frac{|\mathbf g|^2}{1-|\gamma|^2}\right\rangle_q .$$

Let $S=\sum_{k\ne s}e^{i\mathbf q\cdot(\mathbf s-\mathbf k)}$. The cosine between two different tetrahedral bonds is $-1/3$, so

$$|\gamma|^2=\frac{4+S}{16},\qquad |\mathbf g|^2=\frac{4-S/3}{16}.$$

Insert $S=16|\gamma|^2-4$ into the second expression:

$$|\mathbf g|^2=\frac1{16}\left[4-\frac{16|\gamma|^2-4}{3}\right]=\frac{1-|\gamma|^2}{3}.$$

The integrand equals $1/3$ at every $\mathbf q\neq0$. Hence $t=1/3$ and

$$f_{\rm diamond}=\frac{1-1/3}{1+1/3}=\frac12 .$$

This value is exact within the model.

## (f) One vacancy in a periodic supercell

*A simulation uses a periodic cell of $N$ sites, containing one vacancy, whose shape keeps the cubic symmetry. Find the leading error in $f$.*

**Answer.** The vacancy can occupy any of the $N-1$ sites not held by the tracer, so the tracer's jump rate is $zw/(N-1)$. Let $f_N$ be the ratio of $D^*$ to its uncorrelated value at this actual jump rate, $zd^2w/[6(N-1)]$. (Dividing instead by the value for $c_v=1/N$ would add a further shift of about $f/N$, which is of the same order as the error sought.)

In a finite cell the vacancy cannot escape and $G$ diverges. Let the walk survive each step with probability $\xi<1$. For one atom per primitive cell,

$$G_\xi(\mathbf r)=\frac1N\sum_q\frac{e^{i\mathbf q\cdot\mathbf r}}{1-\xi\lambda}.$$

The term $q=0$ is the same for all $\mathbf r$, so $\sum_k\hat{\mathbf k}=0$ removes it from $t$. The limit $\xi\to1$ is then finite:

$$t_N=\frac1N\sum_{q\ne0}\frac{|\mathbf g|^2}{1-\lambda}.$$

If the point $q=0$ were included with its limiting value $2/3$, the sum would approximate the zone average $t$. The remaining error comes from the direction-dependent term of order $q^2$ near the origin. It scales as $N^{-1}$ for the volume per grid point times $N^{-2/3}$ for $q^2$, which is of higher order. Thus

$$t_N\approx t-\frac{2}{3N}.$$

Diamond obeys the same law: its missing value is $1/3$, but there are $N/2$ grid points, and $\frac13\cdot\frac2N=\frac2{3N}$.

From $f=(1-t)/(1+t)$ follow $1+f=2/(1+t)$ and $df/dt=-2/(1+t)^2=-(1+f)^2/2$. Therefore

$$f_N-f\approx\frac{(1+f)^2}{3N}.$$

For fcc with $N=216$ the shift is $1.781451^2/648=0.0049$, so the estimate is $f_N=0.78635$. The full sum for this cell, a block of $6\times6\times6$ primitive cells, gives $0.78644$. The cell raises $f$ by about 0.6% of its bulk value, and the leading formula misses about 2% of that shift. The size and sign of this remainder depend on the shape of the cell: in the cubic fcc cell with $N=256$ the formula overshoots the shift by about 3%.

The cell also allows a test of parts (a) and (b) together. The tracer diffusion coefficient was calculated from the master equation for the joint motion of tracer and vacancy, without mean cosines. In cells of 216 sites (250 for diamond) the resulting $f_N$ agrees with $(1-t_N)/(1+t_N)$ to within $10^{-9}$ for all four lattices.

## (g) A tracer with its own exchange rate

*The tracer now exchanges at rate $w'$, while all other vacancy jumps keep the rate $w$. Find the new factor $f'$ and the response of $D^*$ to $w'$.*

**Answer.** Let $A$ be the rate matrix of the vacancy with tracer exchange forbidden, signed so that probabilities obey $\dot p=-Ap$. Exchange adds a loss $w'\Pi$, where $\Pi$ projects onto the $z$ neighbours of the tracer. The mean time spent at $\mathbf k$ after a start at $\mathbf s$ is the element $T_{ks}$ of $(A+w'\Pi)^{-1}$. Let $K$ be the block of $A^{-1}$ on the neighbour sites. (In a periodic cell $A$ is singular. A small uniform loss rate, sent to zero at the end, then defines $A^{-1}$; its diverging part is the same for all $\mathbf k$ and cancels from the sums with $\hat{\mathbf k}$ below.) The identity

$$(A+w'\Pi)^{-1}=A^{-1}-A^{-1}w'\Pi(A+w'\Pi)^{-1},$$

restricted to these sites, reads $T=K-w'KT$, so $T=K(1+w'K)^{-1}$.

The vector $\sum_k\hat{\mathbf k}K_{ks}$ is unchanged by rotations about the bond $\mathbf s$. As in part (a), it must be parallel to $\hat{\mathbf s}$. Call it $\hat{\mathbf s}/h$; the rate $h$ does not depend on $w'$, because $K$ does not. Each factor of $K$ thus becomes $1/h$ when summed with $\hat{\mathbf k}$:

$$\sum_k\hat{\mathbf k}\,T_{ks}=\frac{1/h}{1+w'/h}\,\hat{\mathbf s}=\frac{\hat{\mathbf s}}{h+w'} .$$

The exchange probability from $\mathbf k$ is $w'T_{ks}$, so $c=-w'/(h+w')$ and

$$f'=\frac{1+c}{1-c}=\frac{h}{h+2w'},\qquad h=\frac{2wf}{1-f}.$$

The second relation comes from setting $w'=w$. Since $D^*\propto w'f'$,

$$\frac{d\ln D^*}{d\ln w'}=1-\frac{2w'}{h+2w'}=f'.$$

For $w'\ll h$ the vacancy moves away before it can reverse the jump, and $f'\to1$. For $w'\gg h$ tracer and vacancy swap back and forth, $f'\to0$, and $w'f'$ saturates at $h/2$: diffusion is limited by how fast the vacancy's other jumps carry it to another side of the tracer or away for good. The law was tested at $w'=1.5w$ against the master equation in the cells of part (f), with $h$ taken from the same cell at $w'=w$. It holds to within $10^{-9}$.

## (h) Self-diffusion in hot copper

*Estimate $D^*$ in fcc copper at 1200 K. Use these rough inputs: lattice constant 0.36 nm, vacancy formation energy 1.2 eV and entropy $2k_B$, migration energy 0.7 eV, attempt frequency 10 THz. Judge what the model neglects.*

**Answer.** With $k_BT=0.1034$ eV,

$$c_v=e^{2-1.2/0.1034}=6.7\times10^{-5},\qquad
w=10^{13}\,e^{-0.7/0.1034}\ {\rm s^{-1}}=1.15\times10^{10}\ {\rm s^{-1}}.$$

In fcc $z=12$ and $d^2=a^2/2$, so $zd^2/6=a^2$ and

$$D^*=f\,a^2c_vw=0.7815\times1.00\times10^{-9}\ {\rm cm^2/s}
=7.8\times10^{-10}\ {\rm cm^2/s}=7.8\times10^{-14}\ {\rm m^2/s}.$$

The mean time between tracer jumps is $1/(12c_vw)=0.11\ \mu$s. In one hour the rms displacement along one axis is $\sqrt{2D^*\tau}=24\ \mu$m, with $\tau=3600$ s.

Several neglected effects can be sized for the same numbers:

- **Divacancies.** There are six neighbour pairs per site. With a rough binding energy of 0.15 eV, the pair fraction is $6c_v^2e^{0.15/0.1034}$. Each pair has eight jumps that keep it bound. If their barrier is lower by a rough 0.2 eV, these jumps amount to 0.8% of the single-vacancy jumps. This figure is not a bound. It ignores binding and migration entropies and depends exponentially on the two energies: a binding of 0.2 eV with a barrier lower by 0.3 eV gives 3.4%. The curvature of the measured Arrhenius plot of copper is often attributed to a divacancy share of tens of per cent at this temperature, although that reading is disputed.
- **Thermal expansion.** If 0.36 nm is the value at 300 K, a rough coefficient of $2\times10^{-5}$ K$^{-1}$ raises $a^2$, and with it $D^*$, by 3.6%.
- **Quantum motion over the barrier.** The leading Wigner term $(h_P\nu/k_BT)^2/24$, with $h_P$ the Planck constant and the barrier frequency $\nu$ set to 10 THz, is 0.7% of $w$. It covers only the motion along the unstable direction at the saddle. Quantum corrections from the stable vibrations can be of similar size and are not estimated here.
- **Finite vacancy fraction.** Encounters with a second vacancy should alter $f$ by a relative amount of order $c_v$, or 0.007%.
- **Unequal tracer rate.** If $w'$ is 3% below $w$, part (g) gives a fall in $D^*$ of 2.4%, because $f'$ rises and offsets part of the change.

The inputs are of the size usual for copper, where single vacancies carry most of the bulk self-diffusion. Measured values near this temperature are roughly $5\times10^{-10}$ cm$^2$/s, so the estimate has the right magnitude at this temperature. Part of the agreement is a cancellation: the model's activation energy of 1.9 eV and its prefactor $fa^2\,e^2\times10^{13}\ {\rm s^{-1}}=0.075$ cm$^2$/s both lie below typical fits to measured data (about 2.0 to 2.2 eV and a few tenths of a cm$^2$/s), so the overestimate grows on cooling. It can claim no more: an error of 0.05 eV in the sum of formation and migration energies changes $D^*$ by a factor of 1.6, far more than any of the sizes listed above for these rough inputs, of which the divacancy share is the least certain. Such an error leaves $f$ untouched, since $f$ depends on the lattice and on the equality of the rates, not on their common value. A polycrystal also breaks the assumption of a perfect lattice. Grain boundaries offer faster paths, whose share depends on grain size and temperature and is not estimated here.

## Calculated quantities

```
lattice: z, t, f, estimate (z-1)/(z+1)   [dimensionless]
  fcc: 12, 0.122680, 0.781451, 0.8462
  bcc: 8, 0.157947, 0.727194, 0.7778
  sc: 6, 0.209842, 0.653109, 0.7143
  diamond: 4, 0.333333, 0.500000, 0.6000
simple cubic, infinite crystal   [dimensionless]
  G(000) = 1.516386, G(100) = 0.516386
  G(110) = 0.331149, G(200) = 0.257336
  next exchange reverses the jump: 0.223423
  next exchange sideways, each of 4: 0.025883
  next exchange forward: 0.013581
  vacancy returns at all: 0.340537, escapes: 0.659463
  mean cosine = -0.209842
fcc periodic cell, sites: 216
  f in the cell = 0.786444, leading-order estimate = 0.786349
hot fcc copper, rough inputs
  T = 1200 K, kT = 0.10341 eV, a = 0.36 nm
  formation energy = 1.2 eV, formation entropy = 2.0 k_B
  migration energy = 0.7 eV, attempt frequency = 10 THz
  vacancy fraction = 6.742e-05, hop rate w = 1.148e+10 1/s
  mean time between tracer jumps = 1.076e-07 s
  D without correlation = 1.004e-09 cm2/s
  D* = 7.842e-10 cm2/s = 7.842e-14 m2/s
  one-dimensional rms displacement in 1 h = 23.8 um
neglected effects
  divacancy inputs: binding 0.15 eV, barrier lower by 0.2 eV
  divacancy jumps / monovacancy jumps = 0.80 %
  expansion 2.0e-05 1/K from 300 K raises a^2 by 3.63 %
  Wigner barrier correction to w = 0.67 %
  finite vacancy fraction, order of c_v = 0.0067 %
  tracer rate -3.0 % changes D* by -2.36 %
  energy error 0.05 eV changes D* by factor 1.62
```
